\section*{Frozen-core selection by atomic projection and the gallium 3d–ligand 2s crossing}

\section{Choosing the frozen core}

Suppose that the binding of water or ammonia to trimethylgallium is wanted for a model of vapour-phase growth. The correlation calculation is to leave the gallium 3d shell and all deeper shells uncorrelated. For the smaller adduct H$_3$Ga--OH$_2$ this means freezing 15 of the 22 occupied orbitals: fourteen on gallium (1s to 3d) and the oxygen 1s. Which 15? Taking the lowest orbital energies freezes the oxygen 2s and leaves one gallium 3d orbital active. In the small-basis example below, that choice turns a binding of about 1.0~eV into a repulsion of 0.4~eV. Both numbers change with the basis, but the reversal of sign persists in the larger basis tried.

The cure is to specify the core as a space of atomic functions and to find the part of the occupied space that matches it. How many shells to freeze remains a separate question of accuracy.

\subsection{The projection rule}

Take a closed-shell Hartree--Fock determinant with $N$ real occupied orbitals. Their coefficients are the columns of $C$, with $C^TSC=1$, where $S$ is the overlap matrix of the basis. The $n<N$ columns of $X$ are linearly independent core functions of the free atoms or ions, each placed on its own nucleus. A candidate frozen space has orbitals $CU$, where $U$ is $N\times n$ and $U^TU=1$.

The projector onto the core functions is $X(X^TSX)^{-1}X^TS$. The overlap of the candidate space with the core space is the sum of its expectation values,
\begin{equation}
\Omega(U)=\mathrm{tr}(U^TMU),\qquad
M=A(X^TSX)^{-1}A^T,\qquad A=C^TSX .
\end{equation}
Write $M=\sum_k m_kv_kv_k^T$ with $m_1\ge m_2\ge\dots\ge m_N$. Each $m_k$ is the expectation value of a projector in a normalized orbital, so $0\le m_k\le1$. With $p_k=|U^Tv_k|^2$,
\begin{equation}
\Omega=\sum_k m_kp_k,\qquad 0\le p_k\le1,\qquad \sum_kp_k=n .
\end{equation}
The last relation gives $\sum_{k\le n}(1-p_k)=\sum_{k>n}p_k$. Adding and subtracting $m_n$ times this quantity yields
\begin{equation}
\sum_{k\le n}m_k-\Omega=\sum_{k\le n}(m_k-m_n)(1-p_k)
+\sum_{k>n}(m_n-m_k)p_k\ge0 .
\end{equation}
The leading $n$ eigenvectors therefore give the largest overlap.

Because $A$ has $n$ columns, $M$ has rank at most $n$, and $m_k=0$ for $k>n$. If $m_n>0$, equality requires $p_k=0$ for all $k>n$, so the space is unique. If $m_n=0$, then $v_n$ can be exchanged for $v_{n+1}$ at no cost, and it is not unique. In the unique case the space is the range of $A$. Its orbitals are combinations of the columns of
\begin{equation}
CA=CC^TSX,
\end{equation}
which are the core functions projected onto the occupied space. The algorithm is thus to project the core functions, orthonormalize them, and take the orthogonal complement within the occupied space as active. The $m_k$ with $k\le n$ are squared cosines of the angles between the two spaces, and a small $m_n$ warns that the occupied space does not contain the requested core.

\subsection{Sensitivity to the atomic reference}

Let the core functions be orthonormalized, so that $B=C^TSX$ has singular values $\sqrt{m_k}$. Another choice of atomic reference changes $B$ to $B'=B+E$. A unit vector in the new frozen space is $y=B'c$, with $\|c\|\le1/\sqrt{m'_n}$. Let $\Pi$ project onto the old frozen space. Since $(1-\Pi)B=0$,
\begin{equation}
\|(1-\Pi)y\|=\|(1-\Pi)Ec\|\le\frac{\|E\|}{\sqrt{m'_n}} .
\end{equation}
The left side is the sine of the angle between $y$ and the old space. No orbital-energy difference appears in the bound. A near-degeneracy of core and valence levels does not make the projected space ill-conditioned; loss of the core from the occupied space does.

\section{The crossing model}

Place five orthonormal 3d orbitals at energy $e_d$ and one ligand 2s orbital at $e_s=e_d+D$. All six are doubly occupied. By axial symmetry the 2s couples to the $\sigma$ component of 3d alone, with matrix element $V\neq0$. Measured from $e_d$, the two mixed levels obey
\begin{equation}
\det\begin{pmatrix}-\lambda&V\\V&D-\lambda\end{pmatrix}
=\lambda^2-D\lambda-V^2=0,
\end{equation}
so that
\begin{equation}
\lambda_\pm=\tfrac12(D\pm R),\qquad R=\sqrt{D^2+4V^2}.
\end{equation}
Since $\lambda_+\lambda_-=-V^2<0$, one level lies below the four unmixed 3d levels and one above them. The energy rule, asked for five orbitals, takes the lower hybrid and the four unmixed levels, whatever the sign of $D$.

The first row of the eigenvalue equation gives the ratio of s to d coefficients as $\lambda_-/V$. The d weight of the lower hybrid is therefore
\begin{equation}
w=\frac{V^2}{V^2+\lambda_-^2}
=\frac{-\lambda_+\lambda_-}{-\lambda_+\lambda_-+\lambda_-^2}
=\frac{\lambda_+}{\lambda_+-\lambda_-}
=\frac12\left(1+\frac DR\right).
\end{equation}
The energy rule misses $1-w$ of a d orbital and freezes the same amount of ligand 2s. Take $V=0.5$~eV and $D=-1$~eV. Then $R=\sqrt2$~eV and $1-w=(1+1/\sqrt2)/2=0.854$. At $D=-3$~eV the missed part is 0.974.

For $D>0$ and $D\gg|V|$, expanding $R\simeq D+2V^2/D$ gives $1-w\simeq V^2/D^2$, and the energy rule works. For $D<0$ and $|D|\gg|V|$ it misses $1-V^2/D^2$, nearly a whole orbital. The gap between the last frozen and first active level is then
\begin{equation}
\lambda_+\simeq\frac{V^2}{|D|},
\end{equation}
or 0.081~eV from the full formula at $D=-3$~eV. At $V=0$ the gap closes, and the energies no longer determine which of the five d orbitals is left out.

One repair keeps the canonical orbitals but picks those with the largest diagonal elements $M_{ii}$. This weight rule takes the hybrid with more d character and misses
\begin{equation}
\frac12\left(1-\frac{|D|}{R}\right).
\end{equation}
The loss reaches one half at $D=0$. There the chosen hybrid changes from the upper to the lower one as $D$ increases. These are orthogonal, so the frozen space jumps.

Projection allows the hybrids to be rotated back. Both s and d lie in the occupied space, so projecting d onto that space returns d itself, for every $D$ and $V$. The argument does not use orthogonality of s and d. It does require that d be contained in the occupied space; in a molecule this holds approximately, and $m_n$ measures how well.

\section{MP2 with rotated frozen orbitals}

Rotating occupied orbitals among themselves changes the determinant at most by a sign. The occupied--virtual Fock elements remain zero, because each new element is a combination of old ones that vanish. The frozen and active orbitals, however, are now coupled by the Fock operator, and it must be shown that this coupling may be left out.

Let $\Phi$ be the Hartree--Fock determinant, $H_0$ the sum of Fock operators, $H_0\Phi=E_0\Phi$, and $W=H-H_0$. The second-order energy is the minimum over double excitations $\Psi$ of
\begin{equation}
J[\Psi]=\langle\Psi|H_0-E_0|\Psi\rangle+2\langle\Psi|W|\Phi\rangle ,
\end{equation}
provided that the occupied levels lie below the virtual ones. Frozen-core MP2 restricts $\Psi$ to excitations from active orbitals. A Fock element between active $i$ and frozen $k$ moves a hole from $i$ to $k$. The result is an excitation from a frozen orbital, orthogonal to every allowed $\Psi$. Only the active block $f_{ij}$ therefore enters.

Let $i,j,k$ now label active orbitals and $a,b$ canonical virtual orbitals. Minimization gives
\begin{equation}
(\varepsilon_a+\varepsilon_b)t_{ij}^{ab}
-\sum_kf_{ik}t_{kj}^{ab}-\sum_kf_{jk}t_{ik}^{ab}=-(ia|jb).
\end{equation}
Virtual energies enter with a plus sign and active energies with a minus sign, because an excitation adds the former and removes the latter. Diagonalizing $f$, with eigenvalues $e_i$, uncouples the equations:
\begin{align}
t_{ij}^{ab}&=\frac{(ia|jb)}{e_i+e_j-\varepsilon_a-\varepsilon_b},\\
E_2&=\sum_{ijab}(ia|jb)\left(2t_{ij}^{ab}-t_{ij}^{ba}\right).
\end{align}
The usual MP2 formula thus holds after one small diagonalization. Restricting a minimization cannot lower its result, so the frozen-core $E_2$ lies at or above the all-electron value.

As a numerical case, take a water molecule and freeze a deliberate mixture, $\cos(0.3)$ of the lowest orbital plus $\sin(0.3)$ of the next. Solving the coupled equations by conjugate gradients gives $-4.958$~eV. Diagonalizing the active block gives the same value to that precision.

$E_2$ is not in general stationary with respect to the frozen space. A small angle $\theta$ between frozen spaces can change it in proportion to $\theta$, while the missed weight is of order $\theta^2$. A small missed weight does not by itself guarantee a small energy error.

\section{Separated fragments}

Let an adduct be pulled apart into A and B, and use orbitals localized on the fragments. The overlaps between fragments vanish, so $M$ becomes block diagonal, with ranks at most $n_A$ and $n_B$. If the kept eigenvalues are positive, the projected space is the union of the two fragment cores. The coupling between excitations on A and on B vanishes with distance, and the correlation energies add.

The energy rule puts the levels of A and B into one list. If a ligand 2s lies below a gallium 3d, the rule freezes the 2s and releases the 3d even without any interaction. Releasing the 3d lowers the energy of A, freezing the 2s raises that of B, and there is no reason for the two changes to cancel. The rule is then not size-consistent, although it may select the right core in each fragment alone.

\section{Gallane adducts}

The adducts H$_3$Ga--OH$_2$ and H$_3$Ga--NH$_3$ were treated by restricted Hartree--Fock and MP2 in the def2-SVP basis, with density-fitted integrals. The core functions came from the closed-shell ions Ga$^+$, N$^{3+}$ and O$^{4+}$. The fragments were rigid: Ga--H 0.158~nm, N--H 0.1015~nm, O--H 0.096~nm, with GaH$_3$ bent slightly away from the ligand and the water symmetry axis along the Ga--O line. Only the distance $R$ from gallium to the ligand atom was varied. There is no counterpoise correction; for water at 0.21~nm it would reduce the binding found by projection from 0.95 to 0.69~eV.

In the rotated basis, $e_d$ is the mean of the five highest eigenvalues of the frozen Fock block, $e_s$ is the lowest eigenvalue of the active block, and $V$ is the norm of the couplings between that 2s orbital and the five 3d orbitals.

\begin{center}
\begin{tabular}{lcccc}
Ligand & $R$/nm & $e_d$/eV & $e_s$/eV & $V$/eV\\
H$_2$O & 0.21 & $-31.43$ & $-38.71$ & 0.51\\
H$_2$O & 1.50 & $-32.66$ & $-35.89$ & 0.00\\
NH$_3$ & 0.21 & $-31.13$ & $-33.26$ & 0.49\\
NH$_3$ & 0.26 & $-31.57$ & $-32.25$ & 0.13\\
NH$_3$ & 0.32 & $-31.99$ & $-31.52$ & 0.03\\
NH$_3$ & 1.50 & $-32.66$ & $-30.44$ & 0.00
\end{tabular}
\end{center}

The oxygen 2s lies below 3d at both distances. The nitrogen 2s lies above 3d in the separated pair and below it in the bonded adduct. Linear interpolation of $D=e_s-e_d$ between $-0.68$~eV at 0.26~nm and $+0.47$~eV at 0.32~nm puts the crossing near 0.30~nm. The curve is not straight: at 0.29~nm $D$ is $-0.02$~eV, so the crossing in this basis lies close to 0.29~nm.

The next table gives the MP2 part of the interaction energy: $E_2$ of the adduct minus $E_2$ of the two fragments, all by the same rule.

\begin{center}
\begin{tabular}{lcccc}
 & & \multicolumn{3}{c}{MP2 part/eV}\\
Ligand & $R$/nm & energy & weight & projection\\
H$_2$O & 0.21 & $1.201$ & $-0.133$ & $-0.156$\\
H$_2$O & 1.50 & $1.348$ & $0.000$ & $0.000$\\
NH$_3$ & 0.21 & $1.111$ & $-0.120$ & $-0.227$\\
NH$_3$ & 0.26 & $1.200$ & $-0.056$ & $-0.162$\\
NH$_3$ & 0.32 & $-0.082$ & $-0.082$ & $-0.085$\\
NH$_3$ & 1.50 & $0.000$ & $0.000$ & $0.000$
\end{tabular}
\end{center}

For water at 0.21~nm the Hartree--Fock interaction is $-0.797$~eV. Projection gives a total of $-0.797-0.156=-0.953$~eV, while the energy rule gives $-0.797+1.201=+0.404$~eV. At 1.5~nm the energy rule still reports a repulsion of 1.348~eV, or 130~kJ/mol, between molecules whose Hartree--Fock interaction is $-0.001$~eV. Its sign shows that freezing the oxygen 2s costs more correlation energy than releasing one 3d orbital returns.

Ammonia shows the failure along a single curve. The Hartree--Fock parts at 0.32, 0.26 and 0.21~nm are $-0.532$, $-0.952$ and $-1.157$~eV. With projection the totals are $-0.617$, $-1.114$ and $-1.384$~eV. With the energy rule they are $-0.614$, $+0.248$ and $-0.046$~eV. The false rise on approach coincides with the change of level order.

The weight rule avoids this large error but differs from projection by 0.11~eV at both 0.21 and 0.26~nm. The calculation does not isolate the cause of this difference.

\subsection{Where the molecule departs from the model}

Diagonalizing the six molecular levels with their couplings gives a missed 3d weight for the energy rule. The five lowest states contain all the s weight except that of the highest state, so
\begin{equation}
\text{missed d weight}=1-(\text{s weight of the highest state}).
\end{equation}
For ammonia at 0.21~nm the result is 1.000. The degenerate model, with $D=-2.13$~eV and $V=0.486$~eV, has $R=2.34$~eV and predicts $(1+2.13/2.34)/2=0.955$. The highest of the six levels thus has almost no 2s character and is not the $\sigma$ hybrid. Within the six-level description the difference comes from the unequal 3d energies, which the model sets equal. The model explains why a 3d orbital is left out, but not which one.

\subsection{Errors and the real precursor}

For H$_3$Ga--OH$_2$ at 0.21~nm the smallest kept eigenvalue is $m_n=0.9996$, so the core is well contained in the occupied space. Taking the gallium core from Ga$^{3+}$ instead of Ga$^+$ changes $E_2$ by 0.0004~eV. Taking the cores from the free fragments GaH$_3$ and H$_2$O instead of ions changes $E_2$ by 0.010~eV, but the MP2 part of the interaction by only 0.001~eV. Changing from projection to the energy rule changes it by 1.368~eV.

Trimethylgallium is a real growth precursor, and a donor bond of 0.21~nm is a rough, typical length. For its water adduct at that distance, also in a constructed geometry, $e_d=-30.72$~eV and $e_s=-38.45$~eV. The energy rule changes $E_2$ by 1.378~eV relative to projection, so replacing hydride by methyl alters this error by only 0.01~eV. These levels are Hartree--Fock orbital energies, not measured ionization energies, and another mean field may order them differently.

A real gallium atom is also relativistic. In Ga$^+$ the scalar relativistic correction raises 3d by 0.70~eV. This cannot restore the order in the water adducts, where 2s is already lower. If the same shift applied to H$_3$Ga--NH$_3$ at 0.32~nm, $D$ would change from $+0.47$ to about $-0.23$~eV, and the crossing would move to a larger distance. The position of the crossing is therefore much less certain than its existence in this calculation.

Going from def2-SVP to def2-TZVPP in Ga$^+$ moves 3d by 0.09~eV and the MP2 energy of the 3d and 4s electrons from $-4.50$ to $-4.51$~eV. This agreement is not a sign of convergence. On gallium, def2-SVP has no f functions and def2-TZVPP has only one diffuse set, whereas correlating a 3d shell requires compact ones. Both sets therefore miss much of the 3d correlation energy: with uncontracted d and three compact f sets added, this energy is about $-13.5$~eV. The ligand levels are more sensitive than 3d. From def2-SVP to def2-TZVP the 2s level drops by 0.84~eV in H$_2$O and 0.57~eV in NH$_3$, and $D$ for H$_3$Ga--NH$_3$ at 0.32~nm falls from $+0.47$ to $+0.03$~eV. The sizes of the energy-rule errors found above also depend on the basis. In def2-TZVP the water totals at 0.21~nm are $-0.75$~eV by projection and $+1.07$~eV by the energy rule. The false repulsion of the separated pair is 1.82~eV in def2-TZVP, and 1.44~eV with the compact functions on gallium and def2-TZVPP on water. Geometry relaxation and correlation beyond MP2 were not estimated, so the interaction energies compare selection rules and are not predictions of binding in a reactor.
